# Inverting the Fermi-Dirac Integral: Joyce-Dixon Series and Newton Iteration

A model conduction band with effective mass $0.2\,m_e$ holds $10^{20}$ electrons per cm³ at 600 K. The Boltzmann formula places its Fermi level 0.143 eV above the band edge; inversion of the Fermi-Dirac integral places it at 0.387 eV. For a dilute defect of charge $-2$, this difference changes the predicted concentration by a factor of $7.8\times10^{-5}$. Why is the simple formula so far off, and what should replace it?

## What has to be inverted

Let $E_c$ be the band edge, $E_F$ the Fermi level and $\eta=(E_F-E_c)/k_BT$. A parabolic, spin-degenerate band has the density of states per volume

$$g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.$$

With $x=(E-E_c)/k_BT$ and the occupation $f_\eta(x)=1/(1+e^{x-\eta})$, the electron density is

$$n=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}\int_0^\infty\sqrt{x}\,f_\eta(x)\,dx .$$

Define the normalized integrals

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty x^j f_\eta(x)\,dx .$$

Since $\Gamma(3/2)=\sqrt\pi/2$, the integral in $n$ equals $(\sqrt\pi/2)F_{1/2}$. Also $(2mk_BT/\hbar^2)^{3/2}=8\pi^{3/2}(mk_BT/2\pi\hbar^2)^{3/2}$. The numerical factors combine to 2, so

$$u\equiv\frac{n}{N_c}=F_{1/2}(\eta),\qquad N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

The task is to find $\eta$ from $u$. Because $f_\eta(x)<e^{\eta-x}$, we have $F_{1/2}(\eta)<e^\eta$. The Boltzmann inversion $\eta\approx\ln u$ is therefore always too low: it ignores Pauli blocking, which forces added electrons into higher states. In the example $u=15.75$, and blocking dominates.

## First repair: revert the low-density series

For $\eta<0$ put $z=e^\eta$ and expand the occupation as a geometric series, $f_\eta(x)=\sum_{k\ge1}(-1)^{k+1}z^ke^{-kx}$. Each term integrates to $\Gamma(3/2)k^{-3/2}$, hence

$$u=f(z)=\sum_{k\ge1}\frac{(-1)^{k+1}z^k}{k^{3/2}}.$$

This series converges only for $|z|\le1$. On the physical axis that means $u\le F_{1/2}(0)=0.765$, far below the example. Its reversion, a series in $u$, reaches further.

Let $\varphi(z)=z/f(z)$, so that $\eta=\ln u+\ln\varphi(z)$. Write $\ln\varphi(z(u))=\sum_{m\ge1}A_mu^m$. Differentiating with respect to $u$ and extracting a coefficient by a small contour around the origin gives

$$mA_m=\oint\frac{du}{2\pi i}\,\frac{1}{u^m}\frac{d\ln\varphi}{du}
=\oint\frac{dz}{2\pi i}\,\frac{\varphi'(z)}{\varphi(z)}\,\frac{\varphi(z)^m}{z^m}.$$

The second form uses $u=f=z/\varphi$. Now $\varphi'\varphi^{m-1}=(\varphi^m)'/m$, and the coefficient of $z^{m-1}$ in $(\varphi^m)'$ is $m$ times that of $z^m$ in $\varphi^m$. Therefore

$$A_m=\frac1m[z^m]\left(\frac{z}{f(z)}\right)^m,$$

where $[z^m]$ means "coefficient of $z^m$".

For the first four, set $a=2^{-3/2}$, $b=3^{-3/2}$, $c=4^{-3/2}=1/8$, $d=5^{-3/2}$. Then $\varphi=1/(1-h)$ with $h=az-bz^2+cz^3-dz^4+\dots$, and through fourth order

$$h^2=a^2z^2-2abz^3+(b^2+2ac)z^4,\quad h^3=a^3z^3-3a^2bz^4,\quad h^4=a^4z^4.$$

The binomial series for $(1-h)^{-m}$ are $1+h$, $1+2h+3h^2$, $1+3h+6h^2+10h^3$ and $1+4h+10h^2+20h^3+35h^4$ for $m=1,\dots,4$, each to the order needed. Reading off coefficients and dividing by $m$,

$$\begin{aligned}
A_1&=a=0.353553,\\
A_2&=\tfrac32a^2-b=-4.95009\times10^{-3},\\
A_3&=c-4ab+\tfrac{10}{3}a^3=1.48386\times10^{-4},\\
A_4&=-d+5ac+\tfrac52b^2-15a^2b+\tfrac{35}{4}a^4=-4.42563\times10^{-6}.
\end{aligned}$$

The Joyce-Dixon formula is

$$\eta_{\rm JD}=\ln u+A_1u+A_2u^2+A_3u^3+A_4u^4 .$$

As a test, the reverted series was substituted back into $f(z)$: through order $u^{12}$ only the term $u$ survives. The positive $A_1$ is the leading effect of Pauli blocking.

## Why the reverted series reaches past $\eta=0$

The obstacle in the $z$ series is the point $z=-1$, or $\eta=i\pi$. Put $\eta=i\pi-\alpha$. The occupation becomes $1/(1-e^{x+\alpha})$, which behaves as $-1/(x+\alpha)$ when $x+\alpha$ is small. Using $\int_0^\infty x^{-1/2}/(x+\alpha)\,dx=\pi\alpha^{-1/2}$, we get $F_{-1/2}=-\sqrt\pi\,\alpha^{-1/2}$ plus a part analytic in $\alpha$.

The relation $dF_{1/2}/d\eta=F_{-1/2}$, derived below, then gives $du/d\alpha=-F_{-1/2}$, so

$$u=u_0+2\sqrt\pi\,\alpha^{1/2}+O(\alpha).$$

The right side is a regular series in $w=\alpha^{1/2}$ with nonzero slope. Thus $w$ is analytic in $u$, and so is $\alpha=w^2$. The square-root singularity of $u(\eta)$ has disappeared from the inverse function.

The reverted series still has a finite radius $R$. I assume that its nearest singularities are a conjugate pair of square-root branch points. Then $B_m=m^{3/2}A_m$ approaches $CR^{-m}\cos(m\theta+\chi)$, and the identity $\cos^2y-\cos(y-\theta)\cos(y+\theta)=\sin^2\theta$ gives

$$B_m^2-B_{m-1}B_{m+1}\simeq C^2R^{-2m}\sin^2\theta .$$

The decay of this combination yields $R=18.57$ from two different ranges of $m$. This is a numerical estimate, not a proof. It was tested on the sums themselves: for orders 111 to 120, the largest error in $\eta$ is $5.5\times10^{-9}$ at $u=0.9R$ and 72 at $u=1.1R$.

Inside the disc the sum is the physical inverse, also for positive $\eta$. On the real axis $F_{1/2}$ is analytic with positive slope, so $\eta(u)$ is analytic for every $u>0$. It agrees with the series near $u=0$, and two analytic functions that agree on an interval agree along the whole common interval $0<u<R$.

## What goes wrong at high density

Define the error as approximate $\eta$ minus true $\eta$; multiplied by $k_BT$, it is a Fermi-level error. With $M$ correction terms kept, $M=4$ being Joyce-Dixon, the map reads:

| $u$ | true $\eta$ | $M=4$ | $M=16$ |
|---:|---:|---:|---:|
| 1 | 0.35 | $-1.0\times10^{-7}$ | rounding |
| 5 | 3.27 | $-3.0\times10^{-4}$ | $5.5\times10^{-12}$ |
| 10 | 5.46 | $-9.0\times10^{-3}$ | $6.0\times10^{-7}$ |
| 15 | 7.24 | $-0.063$ | $5.1\times10^{-4}$ |
| 20 | 8.81 | $-0.25$ | $0.058$ |
| 30 | 11.60 | $-1.6$ | $45$ |

At small $u$ the first omitted term controls the four-term error, which is then $-A_5u^5$ with $A_5=1.006\times10^{-7}$. At $u=0.5$ the measured error is 0.9976 times this law. The fifth power explains the rapid loss of accuracy: the error first exceeds $10^{-3}$ at $u=6.38$, $10^{-2}$ at $u=10.22$ and $0.1$ at $u=16.50$.

Inside the disc, enough terms make the error as small as desired, although a single added term can increase it. Outside, more terms cannot cure the divergence. The row $u=20$ lies just outside, yet 16 terms still beat four. Under the branch-point assumption, the envelope of the terms is $m^{-3/2}(u/R)^m$. Its logarithm is stationary at $m=3/[2\ln(u/R)]$, about 20 here, so growth has not yet begun at $m=16$. At $u=30$ it has.

The four-term formula has a second defect. Since $A_4<0$, it tends to $-\infty$ at large $u$. Its slope vanishes at $u=30.39$, where the true slope $d\eta/du$ is 0.260. Beyond that point it predicts that adding electrons lowers the Fermi level. A charge-neutrality solver using it could then find a spurious solution.

## A formula for the other end

In the degenerate regime the occupation is nearly a step. Integration by parts gives

$$F_{1/2}(\eta)=\int_0^\infty\frac{4x^{3/2}}{3\sqrt\pi}\left(-\frac{\partial f_\eta}{\partial x}\right)dx .$$

The weight is a peak of unit area at $x=\eta$. Put $y=x-\eta$ and extend the lower limit to $-\infty$, which neglects terms of order $e^{-\eta}$. With $p=1/(1+e^{-y})$ the weight times $dy$ is $dp$, and

$$\langle e^{sy}\rangle=\int_0^1p^s(1-p)^{-s}dp=\frac{\pi s}{\sin\pi s}=1+\frac{\pi^2s^2}{6}+\frac{7\pi^4s^4}{360}+\dots$$

Hence $\langle y^2\rangle=\pi^2/3$ and $\langle y^4\rangle=7\pi^4/15$, while odd moments vanish. The Taylor coefficients of $(\eta+y)^{3/2}/\eta^{3/2}$ at orders $y^2$ and $y^4$ are $3/(8\eta^2)$ and $3/(128\eta^4)$. This Taylor series converges only for $|y|<\eta$, so the resulting series in $1/\eta^2$ is asymptotic, not convergent: at fixed $\eta$ its terms eventually grow, and only the first few are useful. Keeping two corrections gives the Sommerfeld expansion

$$u\simeq\frac{4\eta^{3/2}}{3\sqrt\pi}\left[1+\frac{\pi^2}{8\eta^2}+\frac{7\pi^4}{640\eta^4}\right].$$

To invert it, let $\eta_0=(3\sqrt\pi\,u/4)^{2/3}$, $t=1/\eta_0$ and $\eta=\eta_0(1-\alpha_2t^2-\alpha_4t^4)$. Dividing by $u=4\eta_0^{3/2}/(3\sqrt\pi)$ and expanding to order $t^4$,

$$1=1-\tfrac32(\alpha_2t^2+\alpha_4t^4)+\tfrac38\alpha_2^2t^4+\tfrac{\pi^2}{8}t^2\left(1+\tfrac12\alpha_2t^2\right)+\tfrac{7\pi^4}{640}t^4 .$$

Order $t^2$ gives $\alpha_2=\pi^2/12$. Order $t^4$ gives

$$\tfrac32\alpha_4=\pi^4\left(\tfrac1{384}+\tfrac1{192}+\tfrac7{640}\right)=\tfrac{3\pi^4}{160},\qquad \alpha_4=\frac{\pi^4}{80}.$$

The short formula

$$\eta_{\rm S}=\eta_0-\frac{\pi^2}{12\eta_0}$$

is therefore too high by about $\pi^4/(80\eta_0^3)$. At $u=200$ the measured error is 1.0045 times this prediction. Since $\eta_0^3\propto u^2$, the error falls as $u^{-2}$ at large $u$. At moderate density the law is only a rough guide: at $u=10$ it gives $6.9\times10^{-3}$, while the measured error is $8.8\times10^{-3}$.

The Joyce-Dixon and Sommerfeld errors have equal size, $8.9\times10^{-3}$, at $u=9.97$, or $\eta=5.45$. Switching there gives a usable closed-form inverse, but it jumps at the switch because the two errors have opposite signs. A derivative-based solver needs something smoother.

## Newton iteration without a density limit

Since $\partial f_\eta/\partial\eta=-\partial f_\eta/\partial x$, integration by parts gives

$$F_{1/2}'(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{x^{-1/2}}{2}f_\eta\,dx=F_{-1/2}(\eta)>0 .$$

Newton's method for $F_{1/2}(\eta)=u$ is therefore

$$\eta_{\rm new}=\eta-\frac{F_{1/2}(\eta)-u}{F_{-1/2}(\eta)} .$$

A second derivative brings down $f_\eta(1-f_\eta)>0$, so $F_{1/2}$ is convex. These two signs guarantee convergence in exact arithmetic:

1. Start at $\ln u$. Because $F_{1/2}(\ln u)<u$, this point lies left of the root.
2. A convex curve lies above its tangents. Where the tangent reaches $u$, the curve is at least $u$, so the first step lands at or right of the root.
3. From there each step goes down, and by the same tangent argument it cannot cross the root. A decreasing sequence bounded below has a limit, and at that limit the step must vanish: it is the root.

For the speed, let $e$ be the present distance from the root. Expanding $F_{1/2}$ about the present iterate and evaluating at the root gives $0=(F_{1/2}-u)-F_{1/2}'e+\tfrac12F_{1/2}''e^2$ to second order. Substitution into the Newton step yields

$$e_{\rm new}\simeq\frac{F_{1/2}''}{2F_{1/2}'}\,e^2 .$$

At $u=10$ the measured constant is 0.0492, as predicted. For strong degeneracy $F_{1/2}\propto\eta^{3/2}$ makes it $1/(4\eta)$, so the quadratic contraction becomes stronger with density.

Stopping when a step falls below $10^{-9}$, and counting that last step, convergence from $\ln u$ takes 4 to 6 steps at the tabulated densities $0.1\le u\le50$. The Joyce-Dixon start needs 1 to 3 steps up to $u=15$, but 7 at $u=50$, where the polynomial has fallen to $\eta$ near zero. At $u=20$ and $u=30$ it needs 4 steps, still fewer than the 6 from $\ln u$; among the tabulated densities it is the worse start only at $u=50$, well past its turning point. Above $u\approx10$ the Sommerfeld value lies closer to the root than the Joyce-Dixon value and is therefore the natural start.

The integrals also need care, because $x^{-1/2}$ is singular at the band edge. With $x=t^2$,

$$F_{1/2}=\frac{2}{\sqrt\pi}\int_{-\infty}^{\infty}\frac{t^2\,dt}{1+e^{t^2-\eta}},\qquad F_{-1/2}=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}\frac{dt}{1+e^{t^2-\eta}} .$$

These integrands are smooth, with nearest poles at height $\delta={\rm Im}\sqrt{\eta+i\pi}$ above and below the real axis. By Poisson summation, the error of a trapezoidal rule with spacing $s$ is a sum of Fourier components at multiples of $2\pi/s$. Shifting the contour towards a pole shows that they decay essentially as $e^{-2\pi\delta/s}$. For large $\eta$, $\delta\simeq\pi/(2\sqrt\eta)$, so the spacing must shrink as $\eta^{-1/2}$. The rule was tested against adaptive quadrature of the definition for $\eta$ from $-6$ to 30.

## The example, and what the error costs

At 600 K, $k_BT=0.051704$ eV and $N_c=6.348\times10^{18}$ cm⁻³. Thus $u=10^{20}/(6.348\times10^{18})=15.75$, and the Joyce-Dixon terms are

$$\eta_{\rm JD}=2.7570+5.5692-1.2283+0.5800-0.2725=7.4054 .$$

The corrections alternate and shrink slowly, a visible warning that four are not enough. Newton's iterates are 2.757, 9.391, 7.588, 7.4859 and 7.4856: one overshoot, then the predicted descent. The Fermi level is $7.4856\times0.051704=0.3870$ eV above the band edge.

A dilute defect of charge $q$ has a formation energy containing $qE_F$, so its concentration is proportional to $e^{-q\eta}$ when its other energies are fixed. An error $\delta\eta$ multiplies the prediction by $e^{-q\,\delta\eta}$, which is $e^{2\delta\eta}$ for $q=-2$:

| Inversion | Fermi-level error (meV) | Predicted/true concentration |
|:--|---:|---:|
| Boltzmann | $-244.5$ | $7.8\times10^{-5}$ |
| Joyce-Dixon | $-4.1$ | $0.852$ |
| Sommerfeld | $+0.17$ | $1.007$ |

For Boltzmann, $\delta\eta=2.757-7.486=-4.729$, and doubling it in the exponent produces the factor in the opening paragraph. Joyce-Dixon removes most of the error but still underestimates the defect concentration by 15%.

These ratios hold at fixed electron density. If the defects themselves take up a noticeable share of the electrons, $n$ must be found together with their concentrations from charge neutrality, and the error feeds back. The "true" value is also the inverse for a parabolic band only. At this density nonparabolicity, band-gap narrowing and defect interactions may shift a real Fermi level by more than the inversion errors of a few meV. Newton iteration removes the error of the inversion, not that of the band model. The complete error map and step counts are in the numerical output below.

## Numbers as computed

```
Coefficients A_m (dimensionless):
  A_1 =  3.535534e-01
  A_2 = -4.950090e-03
  A_3 =  1.483858e-04
  A_4 = -4.425630e-06
  A_5 =  1.006362e-07
  A_6 = -4.272405e-10
F_1/2(0) = 0.765147
Radius of convergence in u: 18.57 (lower orders: 18.57)
Worst error, orders 111-120: at 0.9R 5.5e-09, at 1.1R 7.2e+01
Error in eta by number of terms M (M=0: Boltzmann)
    u      eta       M=0      M=1      M=2      M=3      M=4      M=8     M=16
  0.1  -2.2673  -3.5e-02  4.9e-05 -1.5e-07  4.4e-10 -1.0e-12  4.4e-16  4.4e-16
  1.0   0.3487  -3.5e-01  4.8e-03 -1.4e-04  4.3e-06 -1.0e-07  2.9e-13 -1.1e-16
  3.0   2.1184  -1.0e+00  4.1e-02 -3.7e-03  3.3e-04 -2.4e-05  5.6e-09  8.9e-16
  5.0   3.2695  -1.7e+00  1.1e-01 -1.6e-02  2.5e-03 -3.0e-04  5.3e-07  5.5e-12
 10.0   5.4563  -3.2e+00  3.8e-01 -1.1e-01  3.5e-02 -9.0e-03  2.4e-04  6.0e-07
 15.0   7.2378  -4.5e+00  7.7e-01 -3.4e-01  1.6e-01 -6.3e-02  8.3e-03  5.1e-04
 20.0   8.8137  -5.8e+00  1.3e+00 -7.3e-01  4.6e-01 -2.5e-01  1.0e-01  5.8e-02
 30.0  11.6014  -8.2e+00  2.4e+00 -2.0e+00  2.0e+00 -1.6e+00  3.1e+00  4.5e+01
 50.0  16.3582  -1.2e+01  5.2e+00 -7.1e+00  1.1e+01 -1.6e+01  2.3e+02  1.8e+05
Sommerfeld error in eta; Newton steps from ln u and from M=4
  0.1  -6.3e-01   4   1
  1.0   1.8e-01   5   2
  3.0   6.9e-02   5   2
  5.0   3.3e-02   5   3
 10.0   8.8e-03   5   3
 15.0   3.7e-03   6   3
 20.0   2.0e-03   6   4
 30.0   8.2e-04   6   4
 50.0   2.8e-04   6   7
M=4 error first exceeds 1e-04 at u = 4.00, eta = 2.73
M=4 error first exceeds 1e-03 at u = 6.38, eta = 3.94
M=4 error first exceeds 1e-02 at u = 10.22, eta = 5.54
M=4 error first exceeds 1e-01 at u = 16.50, eta = 7.73
M=4 and Sommerfeld errors equal at u = 9.97, eta = 5.45, size 8.9e-03
M=4 slope zero at u = 30.39; true d eta/du there = 0.2599
Newton error constant at u=10: measured 0.04918, predicted 0.04919
Error/leading law: M=4, u=0.5: 0.9976; Sommerfeld, u=200: 1.0045
Example: m*/m_e = 0.2, T = 600 K, n = 1.0e+20 cm^-3, q = -2
k_B T = 0.051704 eV, N_c = 6.3484e+18 cm^-3, u = 15.7521
Newton iterates of eta: 2.756973 9.390608 7.588197 7.485931 7.485571 7.485571 7.485571
Method, eta, E_F-E_c (eV), error (meV), defect concentration factor
Boltzmann     2.75697  0.14255  -244.487 7.8125e-05
Joyce-Dixon   7.40541  0.38289    -4.144 8.5188e-01
Sommerfeld    7.48887  0.38720     0.170 1.0066e+00
Newton        7.48557  0.38703     0.000 1.0000e+00
```
